\section*{Band-Filling Correction for a Neutral Shallow-Donor Supercell}

\section{A cell with one occupied energy}

A cubic supercell of edge $L$ and volume $\Omega=L^3$ contains one donor ion of charge $+e$ and the electron it has released. The conduction band is parabolic, with its minimum $\varepsilon_C$ at $\mathbf k=0$. Suppose for the moment that the electron keeps its plane-wave states, and sample the Brillouin zone at the eight points $\mathbf k=(\pm1,\pm1,\pm1)\,\pi/(2L)$. All eight have the same energy. One electron per cell therefore means an occupation of one at each point, out of two allowed by spin, and the electron's energy above the band minimum is
\begin{equation}
\frac{\hbar^2}{2m^*}\,3\left(\frac{\pi}{2L}\right)^2 .
\label{eq:eight}
\end{equation}
For $\hbar^2/2m^*=15.24$ eV\,\AA$^2$ and $L=12$ \AA\ this is $15.24\times3\times0.01713=0.783$ eV. In a crystal with a single donor the electron could sit at the band minimum, and this energy would be absent. It has to be subtracted.

A second error remains. The electron density of these states is uniform, so electrostatically the electron is the same as a uniform neutralizing background. The neutral cell thus carries the interaction energy of a periodic array of ions in such a background, just as a charged supercell does. Subtracting the filling energy leads to the charged supercell, and the images of the ion must still be removed. The theorem below makes this precise when the donor potential distorts the states.

\section{Assumptions and statement}

The donated electron moves in one isotropic parabolic valley of mass $m^*$. The host responds as a linear medium of dielectric constant $\epsilon$, and the donor is a point charge. For a real host, $\epsilon$ is the electronic constant if the nuclei are held fixed and the static one if they relax. The electron is treated in the Hartree mean field, without exchange and correlation among donated electrons. Let
\begin{equation}
C=\frac{e^2}{4\pi\epsilon_0\epsilon},\qquad
K_{\mathbf G}=\frac{4\pi C}{\Omega G^2}\ (\mathbf G\ne0),\qquad K_0=0 ,
\end{equation}
where $\mathbf G$ are the reciprocal vectors of the supercell. Setting $K_0=0$ fixes the potential scale: the long-range potential has zero average over the cell. On this scale the host band minimum is $\varepsilon_C$, taken over the whole zone and not over the mesh.

The mesh weights $w_k$ add up to one, and the occupations $f_k$ include spin, with $\sum_k w_kf_k=1$; the label $k$ includes the band index. With normalized orbitals $\psi_k$, the donated density and its Fourier components are
\begin{equation}
n(\mathbf r)=\sum_k w_kf_k|\psi_k(\mathbf r)|^2,\qquad
n_{\mathbf G}=\int_\Omega n\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r,
\end{equation}
and $(a|K|b)=\sum_{\mathbf G}K_{\mathbf G}a^*_{\mathbf G}b_{\mathbf G}$. The energy of the neutral cell is
\begin{equation}
E_{D^0}=E_{D^+}+\sum_k w_kf_k\langle\psi_k|h+V_D|\psi_k\rangle+\tfrac12(n|K|n).
\label{eq:functional}
\end{equation}
Here $h=\varepsilon_C-\hbar^2\nabla^2/2m^*$, the donor potential has Fourier coefficients $-K_{\mathbf G}$, and $E_{D^+}$ is the energy of the cell with the ion in a uniform background and no donated electron.

The target is an isolated ionized donor plus an electron at the host minimum,
\begin{equation}
E_{\rm dil}=E_{\rm iso}(D^+)+\varepsilon_C .
\end{equation}
It omits the binding of the electron to the donor; in effective-mass theory the neutral ground state lies lower by that binding energy.

\paragraph{Theorem.} If the orbitals are self-consistent, then
\begin{align}
E_{\rm dil}&=E_{D^0}+\Delta E_{\rm bf}+\frac{\alpha C}{2L}+R,
\label{eq:theorem}\\
\Delta E_{\rm bf}&=-\sum_k w_kf_k(\varepsilon_k-\varepsilon_C),\qquad
R=\tfrac12(n|K|n),
\label{eq:bf}
\end{align}
where $\varepsilon_k$ are the eigenvalues in the neutral cell and $\alpha$ is the point-charge constant of the simple cubic lattice, defined in Eq.~(\ref{eq:alpha}).

A formation energy differs from $E_{D^0}$ by host and reservoir energies that the correction does not touch, so it receives the same additive terms.

\section{Removing the electron from the cell}

\paragraph{Lemma 1.} For the functional (\ref{eq:functional}),
\begin{equation}
E_{D^0}-E_{D^+}=\sum_k w_kf_k\varepsilon_k-R .
\label{eq:lemma1}
\end{equation}

\textit{Proof.} Varying $\psi_k^*$ at fixed norm gives $(h+V_D+V_H)\psi_k=\varepsilon_k\psi_k$, where the Hartree potential $V_H$ has coefficients $K_{\mathbf G}n_{\mathbf G}$. Take the expectation value and sum:
\begin{equation}
\sum_k w_kf_k\varepsilon_k=\sum_k w_kf_k\langle\psi_k|h+V_D|\psi_k\rangle+(n|K|n).
\end{equation}
The eigenvalue sum counts the Hartree energy twice. Solving for the first term on the right and inserting it in Eq.~(\ref{eq:functional}) leaves $-(n|K|n)+\frac12(n|K|n)=-R$. $\square$

\paragraph{Lemma 2.} Let all occupations be scaled to $\lambda f_k$, and let the self-consistent orbitals vary smoothly with $\lambda$. Then
\begin{equation}
E_{D^0}-E_{D^+}=\int_0^1\bar\varepsilon(\lambda)\,d\lambda,\qquad
\bar\varepsilon(\lambda)=\sum_k w_kf_k\varepsilon_k(\lambda).
\label{eq:janak}
\end{equation}

\textit{Proof.} The change of $E(\lambda)$ through the orbitals is
\begin{equation}
\sum_k\lambda w_kf_k\left(\langle\delta\psi_k|H|\psi_k\rangle+\text{c.c.}\right)
=\sum_k\lambda w_kf_k\varepsilon_k\,\delta\langle\psi_k|\psi_k\rangle=0,
\end{equation}
because the norms are fixed. The explicit dependence on $\lambda$ remains. The density is $n=\lambda\nu$ with $\nu=\sum_k w_kf_k|\psi_k|^2$, so $\partial_\lambda\frac12(n|K|n)=(\nu|K|n)=\sum_k w_kf_k\langle\psi_k|V_H|\psi_k\rangle$. Together with the one-body term this gives $dE/d\lambda=\bar\varepsilon(\lambda)$. Integrate from the empty to the full cell. $\square$

Lemma 2 shows what becomes of $R$ in a general Kohn--Sham calculation with fixed nuclei, where $dE/d\lambda=\bar\varepsilon$ also holds for a differentiable functional. Integration by parts gives
\begin{equation}
\int_0^1\bar\varepsilon\,d\lambda=\bar\varepsilon(1)-\int_0^1\lambda\frac{d\bar\varepsilon}{d\lambda}\,d\lambda .
\end{equation}
The last integral takes the place of $R$. If $\bar\varepsilon$ is linear in $\lambda$, it equals half the slope. It then contains exchange-correlation and the variation of the Bloch functions inside each primitive cell, both of which the present model leaves out, and its size must be judged separately.

Moving the electron to $\varepsilon_C$ now takes one line. Add $\varepsilon_C=\sum_k w_kf_k\varepsilon_C$ to both sides of Eq.~(\ref{eq:lemma1}) and rearrange:
\begin{equation}
E_{D^+}+\varepsilon_C=E_{D^0}-\sum_k w_kf_k(\varepsilon_k-\varepsilon_C)+R
=E_{D^0}+\Delta E_{\rm bf}+R .
\label{eq:charged}
\end{equation}
Band filling connects the neutral supercell to the charged supercell, not yet to the isolated donor.

\section{Removing the images of the ion}

\paragraph{Lemma 3.} For a point donor, $E_{D^+}=E_{\rm iso}(D^+)-\alpha C/(2L)$.

\textit{Proof.} Give the ion a Gaussian charge with Fourier transform $e^{-G^2\sigma^2/2}$, and let $\sigma\to0$ at the end. Its periodic energy in the background is the sum below; the identity $e^{-G^2\sigma^2}/G^2=\int_{\sigma^2}^\infty e^{-G^2t}dt$ converts it into an integral:
\begin{equation}
\frac{2\pi C}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2\sigma^2}}{G^2}
=\frac{2\pi C}{\Omega}\int_{\sigma^2}^\infty\Big[\sum_{\mathbf G}e^{-G^2t}-1\Big]dt .
\end{equation}
For the isolated Gaussian, $\Omega^{-1}\sum_{\mathbf G}$ becomes $\int d^3G/(2\pi)^3$ and no term is removed. Since $\int d^3G\,e^{-G^2t}/(2\pi)^3=(4\pi t)^{-3/2}$, its self-energy is
\begin{equation}
2\pi C\int_{\sigma^2}^\infty(4\pi t)^{-3/2}dt=\frac{C}{2\sqrt\pi\,\sigma}.
\end{equation}
The difference, periodic minus isolated, is
\begin{equation}
D(\sigma)=2\pi C\int_{\sigma^2}^\infty\Big[\frac1\Omega\sum_{\mathbf G}e^{-G^2t}-\frac1\Omega-(4\pi t)^{-3/2}\Big]dt .
\end{equation}
By Poisson summation, $\Omega^{-1}\sum_{\mathbf G}e^{-G^2t}=(4\pi t)^{-3/2}\sum_{\mathbf R}e^{-R^2/4t}$ with lattice vectors $\mathbf R$. At small $t$ the $\mathbf R=0$ term cancels the last term, and the bracket tends to $-1/\Omega$. The integral thus converges at its lower end for $\sigma=0$, and
\begin{equation}
D(\sigma)=D(0)+\frac{2\pi C\sigma^2}{\Omega}
\end{equation}
up to terms exponentially small in $L^2/\sigma^2$. At large $t$ the bracket falls as $t^{-3/2}$, so that end converges too. Substituting $t=L^2s$ and $\mathbf G=2\pi\mathbf m/L$ gives $D(0)=-\alpha C/(2L)$ with
\begin{equation}
\alpha=-4\pi\int_0^\infty\Big[\sum_{\mathbf m}e^{-4\pi^2m^2s}-1-(4\pi s)^{-3/2}\Big]ds=2.8373 .
\label{eq:alpha}
\end{equation}
All other energies of the ion are common to both situations. $\square$

\textit{Proof of the theorem.} Lemma 3 gives $E_{\rm dil}=E_{D^+}+\alpha C/(2L)+\varepsilon_C$. Insert Eq.~(\ref{eq:charged}). $\square$

\section{The potential scale}

A real donor also has a localized core potential $u(\mathbf r)$. Let $\beta=\int u\,d^3r$. It raises the average potential by $\beta/\Omega$, but a calculation that sets the average to zero reports eigenvalues $\varepsilon_k-\beta/\Omega$, while its total energy keeps the contribution. The lost constant can be read far from the donor, where $u$ vanishes:
\begin{equation}
\Delta V=V_{\rm cell}({\rm far})-V_{\rm model}({\rm far})=-\beta/\Omega .
\end{equation}
$V_{\rm cell}$ is the potential relative to the host, and $V_{\rm model}$ is the zero-average potential of the point ion and the donated density. On the reported scale the reference is therefore $\varepsilon_C+\Delta V$, and the difference in Eq.~(\ref{eq:bf}) regains its correct value:
\begin{equation}
(\varepsilon_k-\beta/\Omega)-(\varepsilon_C+\Delta V)=\varepsilon_k-\varepsilon_C .
\end{equation}
For $\beta=-30$ eV\,\AA$^3$ and $L=12$ \AA, $\Delta V=30/1728=0.0174$ eV. The potential at the cell corner returned this value, and using it removed an error of $-0.0174$ eV.

Subtracting $V_{\rm model}$ is essential. If the whole far potential $V_{\rm cell}({\rm far})$ serves as the offset instead of $\Delta V$, $\Delta E_{\rm bf}$ changes by $+V_{\rm model}({\rm far})$. The ionic part of this change scales as $C/L$, like the image energy, and takes over part of its role.

\section{Two limits}

\paragraph{Dense mesh, weak donor potential.} The electron fills a Fermi sphere. Counting two spins, $2\Omega(4\pi k_F^3/3)/(2\pi)^3=1$, so $k_F^3=3\pi^2/\Omega$. Since $k_F=3.09/L$ is less than $\pi/L$, the sphere fits inside the zone. The mean of $k^2$ over a sphere is $\int_0^{k_F}k^4dk\big/\int_0^{k_F}k^2dk=\frac35k_F^2$, and
\begin{equation}
\Delta E_{\rm bf}=-\frac35\,\frac{\hbar^2}{2m^*}\left(\frac{3\pi^2}{\Omega}\right)^{2/3}\propto L^{-2}.
\label{eq:gas}
\end{equation}
The image term falls only as $L^{-1}$. The two have equal size at
\begin{equation}
L_\times=\frac{6}{5}\,\frac{\hbar^2}{2m^*}\,\frac{(3\pi^2)^{2/3}}{\alpha C}.
\end{equation}

\paragraph{$\Gamma$ point alone.} The electron occupies the lowest state at $\mathbf k=0$, and there is no positive filling energy. The zero-average donor potential has no first-order effect. To second order, without the Hartree potential,
\begin{equation}
\varepsilon_\Gamma-\varepsilon_C\simeq-\sum_{\mathbf G\ne0}\frac{K_{\mathbf G}^2}{\hbar^2G^2/2m^*}.
\label{eq:gamma}
\end{equation}
With $G\propto1/L$, both $K_{\mathbf G}^2$ and the denominator scale as $L^{-2}$, so the shift does not depend on $L$. It makes $\Delta E_{\rm bf}$ positive. The sum in Eq.~(\ref{eq:bf}) is signed: discarding levels below $\varepsilon_C$ would leave this shift in the energy.

\section{Worked example}

Take the model parameters $m^*=0.25\,m_e$, $\epsilon=10$ and $L=12$ \AA. Then $C=1.440$ eV\,\AA, and the donor radius $a=2(\hbar^2/2m^*)/C=2\times15.24/1.440=21.2$ \AA\ exceeds the cell edge. The binding energy omitted from the target is $C/(2a)=0.034$ eV. The image term is
\begin{equation}
\frac{\alpha C}{2L}=\frac{2.8373\times1.440}{24}=0.170\ \text{eV}.
\end{equation}
Self-consistent plane-wave calculations, with total energies evaluated from kinetic and electrostatic terms, give these errors relative to $E_{\rm dil}$, in eV:

\begin{center}
\begin{tabular}{lrrr}
mesh & uncorrected & with $\Delta E_{\rm bf}$ & with image term\\
\hline
$\Gamma$ only & $-0.1733$ & $-0.1703$ & $0.0000$\\
$\Gamma$-centred $2^3$ & $0.5826$ & $-0.1726$ & $-0.0024$\\
$\Gamma$-centred $3^3$ & $0.4792$ & $-0.1703$ & $-0.0001$\\
shifted $2^3$ & $0.6093$ & $-0.1703$ & $-0.0001$\\
shifted $4^3$ & $0.4134$ & $-0.1703$ & $-0.0001$
\end{tabular}
\end{center}

For the shifted $2^3$ mesh the steps are $0.6093-0.7796=-0.1703$ and $-0.1703+0.1702=-0.0001$ eV. Band filling removes nearly all the mesh dependence, which drops from $0.783$ to $0.002$ eV, but it leaves every mesh about $0.17$ eV too low. The image term removes that common error. The periodic energy of the ion in the table is taken from Lemma 3, so the table tests the band-filling step and not the image term itself. What is left is $-R$, as Eq.~(\ref{eq:theorem}) requires. Enlarging the basis changed the shifted-$2^3$ total energy by $0.03$ meV, and further enlargement lowers it by a similar amount, so digits of the total energies finer than $0.1$ meV carry no meaning. Within any one basis the final error still equals $-R$, so small remainders can be compared.

The $\Gamma$-centred $2^3$ mesh has the largest $R$, $2.4$ meV. Its three zone-face points each hold two electrons with weight $1/8$. There the donor potential mixes the degenerate waves $\mathbf k$ and $\mathbf k-\mathbf G$ equally, and the resulting standing wave has the density component $1/2$. Each of the six shortest $\mathbf G$ thus has $n_{\mathbf G}\simeq2\times\frac18\times\frac12=\frac18$. With $K_{\mathbf G}=C/(\pi L)=0.038$ eV,
\begin{equation}
R\simeq\tfrac12\times6\times0.038\times\tfrac1{64}=1.8\ \text{meV}.
\end{equation}
This estimate omits the weaker admixture of other waves.

At $\Gamma$ alone the level lies $3.0$ meV below $\varepsilon_C$. The six shortest vectors in Eq.~(\ref{eq:gamma}) supply $6\times0.0382^2/4.18=0.0021$ eV, where $4.18$ eV is $15.24\,(2\pi/12)^2$; longer vectors and terms beyond this estimate account for the rest. With the signed sum the final error is $-0.04$ meV; with levels below $\varepsilon_C$ discarded it is $-3.0$ meV.

On the shifted $4^3$ mesh the far-corner potential is $0.091$ eV. Used as the whole offset, it gives an error of $-0.170+0.091=-0.079$ eV without the image term and $+0.091$ eV with it. Neither choice reaches the target.

Doubling $L$ to $24$ \AA\ on the shifted $2^3$ mesh reduces the filling correction from $-0.780$ to $-0.192$ eV, close to a factor of four, while the image term halves to $0.085$ eV. Equation~(\ref{eq:eight}) gives $0.783$ and $0.196$ eV; both computed filling energies are lower by about $4$ meV, consistent with a second-order shift independent of $L$. The remainder grows from $0.08$ to $0.18$ meV. Most of this growth follows from first-order mixing: $n_{\mathbf G}\propto K_{\mathbf G}/G^2\propto L$ and $K_{\mathbf G}\propto L^{-1}$, so $R\propto L$ at this order. The computed ratio is $2.2$ rather than $2$, because mixing beyond first order grows with $L/a$.

For a dense mesh at $L=12$ \AA, Eq.~(\ref{eq:gas}) gives a filling energy of $0.608$ eV, and the crossover formula gives $L_\times=42.8$ \AA, about two donor radii. That formula neglects the donor potential, which lowers the filling energy by about $4$ meV and so moves the crossover to about $40$ \AA.

\section{Where the correction can fail}

The theorem does not require a weak donor potential. In a test with $m^*=m_e$, $\epsilon=5$ and $L=24$ \AA, where the potential is much stronger relative to the kinetic energy, Lemmas 1 and 2 still agreed. Neglecting $R$ does require a nearly uniform donated density, and that condition suffices only within the Hartree model. The ratio of the donor potential to the kinetic energy at the shortest $\mathbf G$ is
\begin{equation}
\frac{C/(\pi L)}{(\hbar^2/2m^*)(2\pi/L)^2}=\frac{L}{2\pi^3a},
\end{equation}
so the density becomes less uniform as the cell grows. Once $L$ is well above $a$, the electron can localize on the donor. As $L$ grows further, $R$ tends to the Hartree self-energy of a bound electron, from which it differs by a term of order $C/L$ because $K_0=0$. A mean field without exchange treats this self-energy wrongly, and the binding omitted from the target becomes the quantity of interest.

Exchange among the donated electrons, left out of the model, is not small even for a uniform density. With the same screened interaction and a filled Fermi sphere it is $-3Ck_F/4\pi=-0.74\,C/L$ per electron, or $-0.089$ eV at $L=12$ \AA, about half the image term and with the same scaling. Being quadratic in the occupations, it would add in full to $R$ in a functional that contains it. The sub-meV remainders of the table therefore belong to the Hartree model.

One electron in a $12$ \AA\ cell is a density of $5.8\times10^{20}$ cm$^{-3}$, and the Fermi level of the example lies $1.0$ eV above the band minimum. Over such a range a real conduction band is generally not a single parabolic valley, so Eq.~(\ref{eq:gas}) and $L_\times$ are model values. A nonparabolic band changes $\varepsilon_k$ but not the form of Eq.~(\ref{eq:bf}), since the proofs of Lemmas 1 and 2 use no particular $h$. An anisotropic dielectric response or a noncubic cell changes the image term, and a deep donor level lies outside the model.

\section*{Computed values}
\begin{verbatim}
effective mass 0.25 m_e, dielectric constant 10.0
cell edge L = 12.0 angstrom
hbar^2/(2 m*) = 15.2399 eV angstrom^2
screened Coulomb constant C = 1.43996 eV angstrom
donor radius = 21.17 angstrom
omitted effective-mass binding = 0.0340 eV
alpha = 2.837297 (dimensionless)
image correction alpha C/(2L) = 0.17023 eV
mean filling energy, uniform gas formula = 0.60774 eV
mean filling energy, explicit 40^3 sum = 0.60775 eV
gas filling equals image term at L = 42.84 angstrom
largest occupation-integral error = 3.6e-09 eV
Errors relative to the dilute target, all in eV:
mesh         raw       after filling  after image  R
Gamma 1^3    -0.17326     -0.17028      -0.00004    0.00004
Gamma 2^3     0.58262     -0.17261      -0.00238    0.00238
Gamma 3^3     0.47917     -0.17032      -0.00008    0.00008
shift 2^3     0.60927     -0.17031      -0.00008    0.00008
shift 4^3     0.41338     -0.17032      -0.00008    0.00008
mesh spread of raw energy = 0.78253 eV
mesh spread after both corrections = 0.00233 eV
band-filling correction, Gamma 1^3 = 0.00298 eV
band-filling correction, Gamma 2^3 = -0.75523 eV
band-filling correction, Gamma 3^3 = -0.64949 eV
band-filling correction, shift 2^3 = -0.77959 eV
band-filling correction, shift 4^3 = -0.58370 eV
Gamma-only level relative to e_C = -0.00298 eV
Gamma-only final error, signed sum = -0.00004 eV
Gamma-only final error, positive sum = -0.00302 eV
far-corner electron potential, shift 4^3 = 0.09138 eV
error, far alignment without image = -0.07893 eV
error, far alignment plus image = 0.09130 eV
core potential integral = -30.0 eV angstrom^3
recovered potential offset = 0.01736 eV
error without offset, R included = -0.01736 eV
error with offset, R included = 4.6e-12 eV
total-energy change with larger basis = 2.6e-05 eV
Cell-size dependence, shifted 2^3 mesh, energies in eV:
L/angstrom   filling correction   image correction   R
    12.0           -0.77959            0.17023     0.00008
    18.0           -0.34431            0.11349     0.00013
    24.0           -0.19192            0.08512     0.00018
\end{verbatim}
